# Separating Surface and Bulk Recombination with Two Wafer Thicknesses: verification in Python

```python
"""
Result under test: two identically passivated wafers (200 and 400 um) with
effective lifetimes 100 and 160 us have, in the slow-surface limit,
    1/tau_eff = 1/tau_bulk + 2 S / W,   S = 75 cm/s,   tau_bulk = 400 us.
Symbols: W thickness, S surface recombination velocity of each face,
D minority-electron diffusion coefficient, rate = 1/lifetime.
Internal units: cm and s. The independent check is a finite-volume solution
of the diffusion equation with surface loss flux S * (excess density).
"""
import numpy as np
from scipy.constants import k as k_B, e as q_e
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

US = 1e-6   # s per microsecond
UM = 1e-4   # cm per micrometre


def extract(rate_thin, rate_thick, w_thin, w_thick):
    """Slow-surface extraction: returns S and the bulk rate."""
    s = (rate_thin - rate_thick) / (2 * (1 / w_thin - 1 / w_thick))
    bulk = (w_thick * rate_thick - w_thin * rate_thin) / (w_thick - w_thin)
    return s, bulk


def loss_matrix(width, s_front, s_back, diff, bulk_rate, cells=400):
    """Tridiagonal loss operator of the finite-volume diffusion problem."""
    dx = width / cells
    diag = np.full(cells, 2 * diff / dx**2 + bulk_rate)
    off = np.full(cells - 1, -diff / dx**2)
    for index, s in ((0, s_front), (-1, s_back)):
        surface_flux = 1 / (1 / s + dx / (2 * diff))
        diag[index] = diff / dx**2 + surface_flux / dx + bulk_rate
    return diag, off


def numeric_rate(width, s_front, s_back, diff, bulk_rate):
    diag, off = loss_matrix(width, s_front, s_back, diff, bulk_rate)
    return eigh_tridiagonal(diag, off, eigvals_only=True,
                            select='i', select_range=(0, 0))[0]


def mode_surface_rate(s, width, diff):
    """Surface rate of the slowest mode, from y tan y = S W / (2 D)."""
    h = s * width / (2 * diff)
    y = brentq(lambda v: v * np.sin(v) - h * np.cos(v), 0, np.pi / 2,
               xtol=1e-14)
    return 4 * diff * y**2 / width**2


# Data and extraction
w1, w2 = 200 * UM, 400 * UM
tau1, tau2 = 100 * US, 160 * US
r1, r2 = 1 / tau1, 1 / tau2
S, bulk = extract(r1, r2, w1, w2)
tau_b = 1 / bulk
temperature, mobility = 300.0, 1150.0
D = mobility * k_B * temperature / q_e
assert abs(S - 75) < 1e-6 and abs(tau_b / US - 400) < 1e-6

# Very fast diffusion: the diffusion equation must return the measured data
for w, r in ((w1, r1), (w2, r2)):
    assert abs(numeric_rate(w, S, S, 100 * D, bulk) / r - 1) < 2e-4

# Real diffusion: forward lifetimes, then extraction from them
n1 = numeric_rate(w1, S, S, D, bulk)
n2 = numeric_rate(w2, S, S, D, bulk)
s_back_out, bulk_back_out = extract(n1, n2, w1, w2)
shift = S**2 / (3 * D)
assert abs(s_back_out / S - 1) < 1e-3
assert abs((bulk - bulk_back_out) / shift - 1) < 0.05
for w, n in ((w1, n1), (w2, n2)):
    assert abs(n - bulk - mode_surface_rate(S, w, D)) < 0.05
    third = 2 * S**3 * w / (45 * D**2)
    remainder = n - (bulk + 2 * S / w - shift)
    assert abs(remainder / third - 1) < 0.15   # next orders and grid error

# Extraction without the slow-surface approximation
S_full = brentq(lambda s: mode_surface_rate(s, w1, D)
                - mode_surface_rate(s, w2, D) - (r1 - r2), 10, 300)
bulk_full = r1 - mode_surface_rate(S_full, w1, D)
assert abs(numeric_rate(w2, S_full, S_full, D, bulk_full) / r2 - 1) < 1e-4
assert abs(bulk_full - bulk - shift) < 0.05 * shift

# Unequal faces: the extraction returns the mean velocity
sf, sb = 25.0, 125.0
s_mean, _ = extract(numeric_rate(w1, sf, sb, D, bulk),
                    numeric_rate(w2, sf, sb, D, bulk), w1, w2)
assert abs(s_mean / ((sf + sb) / 2) - 1) < 5e-3

# Pulse absorbed near one face of the thick wafer: lifetime against time
diag, off = loss_matrix(w2, S, S, D, bulk)
rates, modes = eigh_tridiagonal(diag, off)
x = (np.arange(diag.size) + 0.5) * w2 / diag.size
depth = 10 * UM
weights = modes.sum(axis=0) * (modes.T @ np.exp(-x / depth))


def momentary_lifetime(t):
    terms = weights * np.exp(-rates * t)
    return terms.sum() / (rates * terms).sum()


early, late = momentary_lifetime(0.5 * US), momentary_lifetime(30 * US)
assert abs(late * n2 - 1) < 1e-4
assert early < 0.8 * late

# Fast surfaces: the simple extraction gives a negative bulk rate


def apparent(s):
    return extract(bulk + mode_surface_rate(s, w1, D),
                   bulk + mode_surface_rate(s, w2, D), w1, w2)


S_fast = 5000.0
s_app, bulk_app = apparent(S_fast)
assert bulk_app < 0
S_zero = brentq(lambda s: apparent(s)[1], 100, 2000)
S_zero_estimate = np.sqrt(3 * D * bulk)
assert abs(S_zero / S_zero_estimate - 1) < 0.15   # leading-order estimate

# Random lifetime errors: linear propagation against random sampling
err = 0.02
sig_S = err * np.hypot(r1, r2) / (2 * (1 / w1 - 1 / w2))
sig_bulk = err * np.hypot(w2 * r2, w1 * r1) / (w2 - w1)
rng = np.random.default_rng(1)
noise = 1 + err * rng.standard_normal((2, 200000))
s_mc, bulk_mc = extract(r1 / noise[0], r2 / noise[1], w1, w2)
assert abs(s_mc.std() / sig_S - 1) < 0.015
assert abs(bulk_mc.std() / sig_bulk - 1) < 0.015

# Thick wafer passivated 10 percent worse than the thin one
dS = 0.10 * S
n2_bad = numeric_rate(w2, S + dS, S + dS, D, bulk)
s_bad, bulk_bad = extract(n1, n2_bad, w1, w2)
pred_dS = -dS * w1 / (w2 - w1)
pred_dbulk = 2 * dS / (w2 - w1)
# 5 percent allows for the finite-diffusion correction
assert abs((s_bad - s_back_out) / pred_dS - 1) < 0.05
assert abs((bulk_bad - bulk_back_out) / pred_dbulk - 1) < 0.05

# One micrometre less of electrically active thickness in each wafer
s_trim, bulk_trim = extract(r1, r2, w1 - UM, w2 - UM)
injection_ratio = (tau1 / w1) / (tau2 / w2)


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("thin wafer thickness", w1 / UM, "um", 0)
show("thick wafer thickness", w2 / UM, "um", 0)
show("thin wafer lifetime", tau1 / US, "us", 0)
show("thick wafer lifetime", tau2 / US, "us", 0)
show("thin wafer total rate", r1, "1/s", 0)
show("thick wafer total rate", r2, "1/s", 0)
show("rate difference", r1 - r2, "1/s", 0)
show("2(1/W1 - 1/W2)", 2 * (1 / w1 - 1 / w2), "1/cm", 1)
show("extracted S", S, "cm/s")
show("extracted bulk rate", bulk, "1/s", 1)
show("extracted bulk lifetime", tau_b / US, "us", 1)
show("thin wafer surface rate 2S/W", 2 * S / w1, "1/s", 0)
show("thick wafer surface rate 2S/W", 2 * S / w2, "1/s", 0)
show("surface share of loss, thin", 200 * S / w1 / r1, "%", 1)
show("surface share of loss, thick", 200 * S / w2 / r2, "%", 1)
show("temperature", temperature, "K", 0)
show("electron mobility (rough)", mobility, "cm2/Vs", 0)
show("diffusion coefficient D", D, "cm2/s")
show("SW/(2D), thin", S * w1 / (2 * D), "", 4)
show("SW/(2D), thick", S * w2 / (2 * D), "", 4)
show("diffusion equation lifetime, thin", 1 / n1 / US, "us")
show("diffusion equation lifetime, thick", 1 / n2 / US, "us")
show("correction S^2/(3D)", shift, "1/s", 1)
show("next term (2/45)S^3 W/D^2, thick",
     2 * S**3 * w2 / (45 * D**2), "1/s")
show("S with finite diffusion", S_full, "cm/s")
show("bulk rate with finite diffusion", bulk_full, "1/s", 1)
show("bulk lifetime with finite diffusion", 1 / bulk_full / US, "us", 1)
show("faces 25 and 125 cm/s: extracted S", s_mean, "cm/s")
show("pulse absorption depth", depth / UM, "um", 0)
show("thick wafer momentary lifetime at 0.5 us", early / US, "us", 1)
show("thick wafer momentary lifetime at 30 us", late / US, "us")
show("fast-surface case, true S", S_fast, "cm/s", 0)
show("fast-surface case, apparent S", s_app, "cm/s", 0)
show("fast-surface case, apparent bulk rate", bulk_app, "1/s", 0)
show("S where apparent bulk rate is zero", S_zero, "cm/s", 0)
show("leading estimate sqrt(3D/tau_b)", S_zero_estimate, "cm/s", 0)
show("random error of each lifetime", 100 * err, "%", 0)
show("resulting error of S", sig_S, "cm/s")
show("resulting relative error of S", 100 * sig_S / S, "%", 1)
show("resulting error of bulk rate", sig_bulk, "1/s", 0)
show("resulting relative error of bulk rate", 100 * sig_bulk / bulk, "%", 1)
show("thick wafer S excess", dS, "cm/s", 1)
show("predicted shift of S from excess", pred_dS, "cm/s", 2)
show("predicted shift of bulk rate from excess", pred_dbulk, "1/s", 0)
show("bulk lifetime read with that shift",
     1 / (bulk + pred_dbulk) / US, "us", 1)
show("S with 1 um less thickness", s_trim, "cm/s")
show("bulk lifetime with 1 um less thickness", 1 / bulk_trim / US, "us", 1)
show("injection ratio thin/thick, equal light", injection_ratio, "", 2)
print("done: every assertion held")
```

Printed output:

```
thin wafer thickness: 200 um
thick wafer thickness: 400 um
thin wafer lifetime: 100 us
thick wafer lifetime: 160 us
thin wafer total rate: 10000 1/s
thick wafer total rate: 6250 1/s
rate difference: 3750 1/s
2(1/W1 - 1/W2): 50.0 1/cm
extracted S: 75.00 cm/s
extracted bulk rate: 2500.0 1/s
extracted bulk lifetime: 400.0 us
thin wafer surface rate 2S/W: 7500 1/s
thick wafer surface rate 2S/W: 3750 1/s
surface share of loss, thin: 75.0 %
surface share of loss, thick: 60.0 %
temperature: 300 K
electron mobility (rough): 1150 cm2/Vs
diffusion coefficient D: 29.73 cm2/s
SW/(2D), thin: 0.0252
SW/(2D), thick: 0.0505
diffusion equation lifetime, thin: 100.63 us
diffusion equation lifetime, thick: 161.61 us
correction S^2/(3D): 63.1 1/s
next term (2/45)S^3 W/D^2, thick: 0.85 1/s
S with finite diffusion: 75.01 cm/s
bulk rate with finite diffusion: 2561.8 1/s
bulk lifetime with finite diffusion: 390.3 us
faces 25 and 125 cm/s: extracted S: 74.94 cm/s
pulse absorption depth: 10 um
thick wafer momentary lifetime at 0.5 us: 76.5 us
thick wafer momentary lifetime at 30 us: 161.61 us
fast-surface case, true S: 5000 cm/s
fast-surface case, apparent S: 4013 cm/s
fast-surface case, apparent bulk rate: -87121 1/s
S where apparent bulk rate is zero: 505 cm/s
leading estimate sqrt(3D/tau_b): 472 cm/s
random error of each lifetime: 2 %
resulting error of S: 4.72 cm/s
resulting relative error of S: 6.3 %
resulting error of bulk rate: 320 1/s
resulting relative error of bulk rate: 12.8 %
thick wafer S excess: 7.5 cm/s
predicted shift of S from excess: -7.50 cm/s
predicted shift of bulk rate from excess: 750 1/s
bulk lifetime read with that shift: 307.7 us
S with 1 um less thickness: 74.44 cm/s
bulk lifetime with 1 um less thickness: 397.0 us
injection ratio thin/thick, equal light: 1.25
done: every assertion held
```
